\section*{Electron density at a proton in jellium: RPA versus Kohn--Sham, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Question}

I want the electron density at a proton placed in a metal, modelled as a uniform electron gas at $r_s=2$ and $r_s=4$. With Thomas--Fermi screening the induced density is proportional to the screened potential, so it diverges at the proton, which cannot be right. With the Lindhard function I get a finite integral, but I am unsure of my prefactor, and I do not know how far to trust the result: the potential is singular at the very point where I want the density, and linear response assumes a weak potential. What is the pile-up $\delta n(0)=n(0)-n_0$ in linear RPA screening? How does it compare with a self-consistent Kohn--Sham calculation? If the two differ, is it because RPA lacks exchange and correlation, or because it is linear in the charge?

\section*{Answer}

\subsection*{Model and conventions}

Take a fixed point charge $+Ze$ at the origin ($Z=1$ for the proton) in a spin-unpolarised electron gas at zero temperature, with a rigid neutralising background. Units are SI, and
\begin{equation}
a_0=\frac{4\pi\varepsilon_0\hbar^2}{me^2},\qquad
n_0=\frac{3}{4\pi r_s^3a_0^3}=\frac{k_F^3}{3\pi^2},\qquad
k_Fa_0=\frac{(9\pi/4)^{1/3}}{r_s}.
\end{equation}
Potentials are potential energies of an electron, $n$ is a number density, and $f(\mathbf r)=\int d^3q\,(2\pi)^{-3}f(q)\,e^{i\mathbf q\cdot\mathbf r}$. The transform of $e^2/(4\pi\varepsilon_0 r)$ is $v(q)=e^2/(\varepsilon_0q^2)$, so the impurity potential is $V_{\rm ext}(q)=-Zv(q)$.

\subsection*{The Lindhard function}

Put free electrons, $\psi_{\mathbf k}=\Omega^{-1/2}e^{i\mathbf k\cdot\mathbf r}$ with $\epsilon_k=\hbar^2k^2/2m$, in a weak real potential $\sum_{\mathbf q}V_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$. First-order perturbation theory gives $\delta\psi_{\mathbf k}=\sum_{\mathbf q}V_{\mathbf q}\,\psi_{\mathbf k+\mathbf q}/(\epsilon_{\mathbf k}-\epsilon_{\mathbf k+\mathbf q})$, and $\delta n=2\sum_{k<k_F}(\psi_{\mathbf k}^*\delta\psi_{\mathbf k}+\text{c.c.})$, the 2 being spin. In the conjugate term use $V_{\mathbf q}^*=V_{-\mathbf q}$ and rename $\mathbf q\to-\mathbf q$, $\mathbf k\to-\mathbf k$; the Fermi sphere and $\epsilon_k$ are unchanged by this, so the term equals the first one. Hence $\delta n(q)=\chi_0(q)V(q)$ with
\begin{equation}
\chi_0(q)=4\,\mathrm{P}\!\!\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\frac{1}{\epsilon_{\mathbf k}-\epsilon_{\mathbf k+\mathbf q}} .
\end{equation}
The principal value is the right reading: where the denominator vanishes both states are occupied, and their mixing cancels pair by pair. With $\epsilon_{\mathbf k+\mathbf q}-\epsilon_{\mathbf k}=(\hbar^2/m)(q^2/2+kq\mu)$, $\mu$ the cosine of the angle between $\mathbf k$ and $\mathbf q$, and $d^3k=2\pi k^2dk\,d\mu$,
\begin{equation}
\chi_0=-\frac{m}{\pi^2\hbar^2}\int_0^{k_F}k^2dk\;\frac{1}{kq}\ln\left|\frac{q/2+k}{q/2-k}\right| .
\end{equation}
Set $k=k_Fs$ and $q=2k_Fx$. Then $\chi_0=-N_0F(x)$ with $N_0=mk_F/(\pi^2\hbar^2)$ and
\begin{equation}
F(x)=\frac{1}{2x}\int_0^1 s\,\ln\left|\frac{x+s}{x-s}\right|ds .
\label{Fint}
\end{equation}
The integrand is positive, so $F>0$. An antiderivative in $s$ is $\frac12(s^2-x^2)\ln|\frac{x+s}{x-s}|+xs$, because the derivative of the logarithm is $2x/(x^2-s^2)$, which contributes $-x$ and cancels the derivative of $xs$. It vanishes at $s=0$, so
\begin{equation}
F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right| .
\end{equation}
Insert $\ln\frac{1+y}{1-y}=2\sum_{j\ge0}y^{2j+1}/(2j+1)$, with $y=x$ for $x<1$ and $y=1/x$ for $x>1$, and collect equal powers with $\frac1{2m-1}-\frac1{2m+1}=\frac{2}{4m^2-1}$:
\begin{equation}
F=1-\sum_{m\ge1}\frac{x^{2m}}{4m^2-1}\quad(x<1),\qquad
F=\sum_{m\ge1}\frac{x^{-2m}}{4m^2-1}\quad(x>1).
\end{equation}
Thus $0<F\le1$, $F(0)=1$, and $F\to1/(3x^2)$ at large $x$.

\subsection*{The RPA pile-up}

In RPA the electrons respond as free particles to the external potential plus the Hartree potential of the induced density: $\delta n=\chi_0\,(V_{\rm ext}+v\,\delta n)$. Using $e^2/\varepsilon_0=4\pi\hbar^2/(ma_0)$,
\begin{equation}
N_0v=\frac{mk_F}{\pi^2\hbar^2}\,\frac{4\pi\hbar^2}{ma_0}\,\frac{1}{4k_F^2x^2}=\frac{\lambda}{x^2},\qquad \lambda=\frac{1}{\pi k_Fa_0}.
\end{equation}
The equation becomes $\delta n=(\lambda F/x^2)(Z-\delta n)$, so
\begin{equation}
\delta n(q)=\frac{Z\lambda F}{x^2+\lambda F}.
\label{dnq}
\end{equation}
At $q\to0$ this tends to $Z$: the total induced charge cancels the impurity. At $\mathbf r=0$ the Fourier integral is $\delta n(0)=(2\pi^2)^{-1}\int q^2\,\delta n(q)\,dq$. With $q^2dq=8k_F^3x^2dx$, dividing by $n_0=k_F^3/3\pi^2$ gives the prefactor $8\cdot3\pi^2/(2\pi^2)=12$:
\begin{equation}
\frac{\delta n_{\rm RPA}(0)}{n_0}=12Z\lambda\,I,\qquad I=\int_0^\infty\frac{x^2F(x)}{x^2+\lambda F(x)}\,dx .
\label{rpa}
\end{equation}
At large $x$ the integrand tends to $F\sim1/(3x^2)$ and the integral converges. Thomas--Fermi theory sets $F=1$ for all $q$, the integrand tends to 1, and the integral diverges linearly; that is your divergence. The cure is the recoil energy $\hbar^2q^2/2m$ in the denominator of $\chi_0$, which weakens the response for $q\gg2k_F$.

\subsection*{An upper bound on the RPA result}

Since $\lambda F>0$, the integrand of $I$ is below $F$, so $I<\int_0^\infty F\,dx$. Use \eqref{Fint} and exchange the order of integration, which is allowed for a positive integrand. The inner integral $J=\int_0^\infty(dx/x)\ln|\frac{x+s}{x-s}|$ does not depend on $s$ (rescale $x\to sx$), and $x\to1/x$ maps the part above 1 onto the part below, so
\begin{equation}
J=2\int_0^1\frac{dx}{x}\ln\frac{1+x}{1-x}=4\sum_{j\ge0}\frac{1}{(2j+1)^2}=\frac{\pi^2}{2},\qquad
\int_0^\infty F\,dx=\frac J2\int_0^1s\,ds=\frac{\pi^2}{8}.
\end{equation}
Therefore
\begin{equation}
\frac{\delta n_{\rm RPA}(0)}{n_0}<\frac{3\pi Z}{2k_Fa_0},\qquad\text{that is}\qquad
\delta n_{\rm RPA}(0)<\frac{Z\,(k_Fa_0)^2}{2}\,\frac{1}{\pi a_0^3}.
\label{bound}
\end{equation}
The second form follows from $n_0=k_F^3/3\pi^2$ and measures the pile-up in units of the hydrogen $1s$ density at the nucleus. The right side is the linear response to the unscreened charge. It falls as $r_s^{-2}$, so in a dilute gas RPA puts a vanishing density on the proton, on the atomic scale.

\subsection*{RPA numbers}

For $r_s=2$: $k_Fa_0=0.95958$, $\lambda=1/(\pi\times0.95958)=0.33172$, $n_0=2.0138\times10^{29}\ \mathrm{m^{-3}}$. Quadrature gives $I=0.69345$, against $\pi^2/8=1.2337$. For $r_s=4$: $k_Fa_0=0.47979$, $\lambda=0.66344$, $n_0=2.5173\times10^{28}\ \mathrm{m^{-3}}$, $I=0.58864$. With $Z=1$,
\begin{align}
r_s=2:\quad&\delta n_{\rm RPA}(0)/n_0=12\times0.33172\times0.69345=2.760,\\
&\delta n_{\rm RPA}(0)=2.760\times2.0138\times10^{29}=5.56\times10^{29}\ \mathrm{m^{-3}}=0.0824\,a_0^{-3},\nonumber\\
r_s=4:\quad&\delta n_{\rm RPA}(0)/n_0=12\times0.66344\times0.58864=4.686,\\
&\delta n_{\rm RPA}(0)=4.686\times2.5173\times10^{28}=1.180\times10^{29}\ \mathrm{m^{-3}}=0.0175\,a_0^{-3}.\nonumber
\end{align}
The bounds \eqref{bound} are $4.911$ and $9.822$; screening leaves 56\% and 48\% of them. For $Z=-1$ the same formula gives a negative density, $n(0)/n_0=1-2.760$ and $1-4.686$, which is impossible. The linear term alone therefore fails at $Z=-1$, and its use at $Z=1$ is suspect. Two exact statements make this sharper.

\subsection*{The cusp}

At large $x$, \eqref{dnq} gives $\delta n(q)\to Z\lambda/(3x^4)=16Zk_F^3/(3\pi a_0q^4)=16\pi Zn_0/(a_0q^4)$. A $q^{-4}$ tail is a term linear in $r=|\mathbf r|$: from $\nabla^2r=2/r$ and the transform $4\pi/q^2$ of $1/r$, the transform of $r$ is $-8\pi/q^4$. Hence the linear theory has
\begin{equation}
n'(0)=-2Zn_0/a_0 .
\end{equation}
Compare any theory with orbitals in a potential $V=-Ze^2/(4\pi\varepsilon_0r)+{}$finite terms. Write an orbital as $r^{-1}u(r)Y_{lm}$. The radial equation is
\begin{equation}
u''=\Big[\frac{l(l+1)}{r^2}+\frac{2mV}{\hbar^2}-k^2\Big]u,\qquad E=\frac{\hbar^2k^2}{2m},\qquad \frac{2mV}{\hbar^2}\to-\frac{2Z}{a_0r}.
\label{radial}
\end{equation}
For $l=0$ insert $u=r+br^2+\dots$; the terms of order $r^0$ give $2b=-2Z/a_0$, at every energy. Each $s$ orbital density is then proportional to $1-2Zr/a_0$, and orbitals with $l>0$ enter at order $r^{2l}$, so $n'(0)=-2Zn(0)/a_0$, the Kato condition. The linear slope is the $O(Z)$ part of it and has $n_0$ in place of $n(0)$. The ratio $-a_0n'(0)/n(0)$ must be 2 for a proton; RPA gives $2/3.760=0.53$ and $2/5.686=0.35$.

\subsection*{The density at the origin from scattering states}

Only $s$ waves reach $r=0$. Normalise the regular solution by $u(0)=0$, $u'(0)=1$. Where $V$ has died out, $u=(|f|/k)\sin(kr+\delta_0)$, which defines the modulus of the Jost function, $|f(k)|^2=k^2u^2+u'^2$. In a large sphere of radius $L$ the norm is $|f|^2L/(2k^2)$, so $|\psi(0)|^2=u'(0)^2/(4\pi\,\mathrm{norm})=k^2/(2\pi L|f|^2)$. The condition $u(L)=0$ gives $L\,dk/\pi$ states in $dk$. With two spins and the bound states $b$ added,
\begin{equation}
n(0)=2\sum_b|\psi_b(0)|^2+\frac1{\pi^2}\int_0^{k_F}\frac{k^2\,dk}{|f(k)|^2}.
\label{jost}
\end{equation}
For $V=0$, $|f|=1$ and the integral is $n_0$.

The bare Coulomb potential decays so slowly that the phase keeps a term logarithmic in $r$, but the amplitude of $u$ still tends to a constant. That constant, written $|f|/k$ as before, defines $|f|$ here, and it has a closed form. Put $\eta=Z/(ka_0)$, $u=re^{ikr}w$ and $z=-2ikr$ in \eqref{radial} with $l=0$. Since $u''=e^{ikr}[rw''+(2+2ikr)w'+(2ik-k^2r)w]$, dividing by $-2ik$ gives $zw_{zz}+(2-z)w_z-aw=0$ with $a=1-i\eta$. The function $w=C\int_0^1e^{zt}t^{a-1}(1-t)^{1-a}dt$ solves it, because the operator turns the integrand into $-\frac{d}{dt}[e^{zt}t^a(1-t)^{2-a}]$, which vanishes at both ends. The condition $w(0)=1$ and the beta integral give $1/C=\Gamma(1-i\eta)\Gamma(1+i\eta)=\pi\eta/\sinh\pi\eta$. At large $r$ the end $t=0$ contributes $C\,\Gamma(1-i\eta)(2ikr)^{-1+i\eta}$, of modulus $C|\Gamma(1-i\eta)|e^{-\pi\eta/2}/(2kr)$ because $|i^{\,i\eta}|=e^{-\pi\eta/2}$. This multiplies $re^{ikr}$ and must equal the outgoing amplitude $|f|/2k$, so $|f|^2=C^2C^{-1}e^{-\pi\eta}$ and
\begin{equation}
\frac1{|f|^2}=S(\eta)=\frac{2\pi\eta}{1-e^{-2\pi\eta}}=1+\pi\eta+\frac{\pi^2\eta^2}{3}+\dots,
\end{equation}
the Sommerfeld factor. Average it with the weight $3k^2dk/k_F^3$ of \eqref{jost}. Since the averages of $1/k$ and $1/k^2$ are $3/(2k_F)$ and $3/k_F^2$, the first-order term is $3\pi Z/(2k_Fa_0)$, which is the bound \eqref{bound} reached by a different road and confirms the factor 12. The second-order term is $\pi^2Z^2/(k_Fa_0)^2$, and its ratio to the first is $2\pi Z/(3k_Fa_0)$, that is $2.2Z$ at $r_s=2$ and $4.4Z$ at $r_s=4$. For the unscreened potential linear theory therefore needs $Z\ll k_Fa_0/2$. For the screened potential this ratio is only an indication of size, and the answer must be computed.

\subsection*{The nonlinear problem}

The reference is Kohn--Sham theory in the spin-compensated local density approximation, with Slater exchange and Perdew--Wang (PW92) correlation. It is a stated level of theory and not the exact density. The potential, measured from its value in the unperturbed gas, is
\begin{equation}
V(r)=\frac{e^2}{4\pi\varepsilon_0}\Big[-\frac Zr+\frac{4\pi}{r}\int_0^r\delta n\,r'^2dr'+4\pi\int_r^\infty\delta n\,r'dr'\Big]+v_{xc}(n_0+\delta n)-v_{xc}(n_0).
\label{ks}
\end{equation}
The Fermi level stays at $E_F=\hbar^2k_F^2/2m$, since one impurity cannot shift it in an infinite gas. Two relatives of this problem separate the causes you ask about. Dropping $v_{xc}$ gives nonlinear Hartree theory, whose $O(Z)$ limit is the RPA equation. Keeping $v_{xc}$ but linearising, $v_{xc}(n_0+\delta n)-v_{xc}(n_0)\approx f_{xc}\delta n$ with $f_{xc}=dv_{xc}/dn$ at $n_0$, gives $\delta n=-N_0F[-Zv+(v+f_{xc})\delta n]$, and the steps that led to \eqref{rpa} give
\begin{equation}
\frac{\delta n_{\rm lin}(0)}{n_0}=12Z\lambda\int_0^\infty\frac{x^2F\,dx}{x^2+\lambda F+\phi x^2F},\qquad\phi=N_0f_{xc}.
\label{lin}
\end{equation}
For exchange, $v_x=-(e^2/4\pi\varepsilon_0)k_F/\pi\propto n^{1/3}$, so $f_x=v_x/3n_0=-(e^2/4\pi\varepsilon_0)\pi/k_F^2$ and $N_0f_x=-\lambda$. With correlation, $\phi=-0.35525$ and $-0.74428$ at $r_s=2$ and 4. Because $\phi<0$ the denominator is smaller than in RPA and the pile-up larger; because $\phi>-1$ and $F\le1$ the denominator stays positive.

The density in the potential $V$ is best taken from the radial Green function, since a state near the binding threshold makes a real-energy integral delicate. For radial eigenfunctions $u_\nu$ of angular momentum $l$, $g_l(r,r;E)=\sum_\nu u_\nu(r)^2/(E-E_\nu)$, and $\mathrm{Im}\,(E-E_\nu+i0)^{-1}=-\pi\delta(E-E_\nu)$. Integrating up to $E_F$ from below the spectrum picks out the occupied states, bound or not. The sum over $m$ gives $(2l+1)/4\pi$ and spin gives 2:
\begin{equation}
\delta n(r)=-\frac2\pi\sum_l\frac{2l+1}{4\pi r^2}\,\mathrm{Im}\int^{E_F}\big[g_l(r,r;E)-g_l^0(r,r;E)\big]dE,
\label{green}
\end{equation}
where $g_l^0$ belongs to $V=0$. To construct $g_l$, solve $(E-H_l)g_l=\delta(r-r')$ with $g_l=A\,u_{\rm reg}(r_<)u_{\rm out}(r_>)$, where $u_{\rm reg}$ is regular at the origin and $u_{\rm out}$ is outgoing at infinity. Integrating across $r=r'$ requires the slope to jump by $2m/\hbar^2$, and the jump is $AW$ with $W=u_{\rm reg}u_{\rm out}'-u_{\rm reg}'u_{\rm out}$, so $g_l=(2m/\hbar^2)u_{\rm reg}u_{\rm out}/W$. For free $s$ waves, $\sin kr$ and $e^{ikr}$ have $W=-k$, the imaginary part is $-(2m/\hbar^2k)\sin^2kr$, and with $dE=\hbar^2k\,dk/m$ the $g^0$ term at $r\to0$ is $k_F^3/3\pi^2$, as it must be. As $g_l$ is analytic for $\mathrm{Im}\,E>0$, the path may be lifted off the real axis. The calculation uses the straight line from $k=2i/a_0$, an energy of $-2$ Hartree, to $k=k_F$; it passes above the bound-state poles at a finite distance. Gauss--Legendre panels are crowded towards $k_F$, where $e^{2ikr}$ varies fastest.

Linear RPA gives a finite pile-up at the proton, $\delta n(0)/n_0=2.760$ at $r_s=2$ and $4.686$ at $r_s=4$, but it violates the cusp condition, and its use at $Z=1$ is suspect. It remains to solve the nonlinear Kohn--Sham problem set up here, compare the results, and separate the effect of linearisation from that of exchange and correlation.
